**Spin-orbit coupling in p³ and the ground level of bismuth**

The program tests that spin-orbit coupling vanishes within the terms ⁴S, ²D and ²P of p³, and that the ground level falls by $\zeta^2/\Delta$ to second order. Here $\zeta$ is the spin-orbit parameter, $F^2$ the Slater integral, $\Delta=\tfrac35F^2$ the ²P–⁴S gap, $x=\zeta/\Delta$ and $g_s$ the spin g-factor. It builds all 20 determinant states and asserts that their energies, term weights and ground-state g-factor agree with the derived 3 × 3 matrix at several coupling strengths. It also asserts the leading expansion coefficients and the jj limit of $g$. For bismuth, $\zeta$ and $F^2$ come from a Dirac–Kohn–Sham atom with local exchange; the radial solver is tested on a one-electron ion and the Slater integral on hydrogen 2p. The output shows a lowering of 5178 cm⁻¹ and $g=1.829$ in second order, against 5653 cm⁻¹ and $g=1.751$ from the full matrix. With $F^2$ reduced by 20 %, the full-matrix g-factor becomes 1.663.

## Program and output

```python
"""
Spin-orbit coupling in the p^3 shell and the J = 3/2 ground level of bismuth.

Result under test, for H = Coulomb repulsion + zeta * sum(l.s) in p^3:
  * spin-orbit coupling vanishes inside each of the terms 4S, 2D, 2P;
  * the ground level falls by Delta*(x^2 + 13/12 x^4 + ...), x = zeta/Delta,
    Delta = E(2P) - E(4S) = 15 F_2, F_2 = F^2/25;
  * g = g_s - (2/3)(g_s - 1) x^2 + ..., and in general g is the average of the
    term g-factors over the eigenvector of a 3 x 3 matrix.
Symbols: zeta = spin-orbit parameter, F^2 = Slater integral (slater2 below),
g_s = g-factor of the electron spin.
One side is the full 20-determinant problem, the other the derived formulas.
For bismuth, zeta and F^2 come from a Dirac-Kohn-Sham atom with local exchange.
Atomic units inside, cm^-1 in the output.
"""
import numpy as np
from scipy import constants
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh

PC = constants.physical_constants
G_S = abs(PC["electron g factor"][0])
LIGHT = 1.0 / constants.fine_structure
TO_CM = PC["hartree-inverse meter relationship"][0] / 100.0
TO_EV = PC["Hartree energy in eV"][0]

# ---------- Fock space of the six p spin-orbitals ----------
lower, parity, unit = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
annihilate = []
for site in range(6):
    op = np.eye(1)
    for k in range(6):
        op = np.kron(op, parity if k < site else (lower if k == site else unit))
    annihilate.append(op)


def one_body(h):
    total = np.zeros((64, 64), complex)
    for i in range(6):
        for j in range(6):
            if abs(h[i, j]) > 1e-15:
                total += h[i, j] * annihilate[i].T @ annihilate[j]
    return total


levi = np.zeros((3, 3, 3))
for a, b, c in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    levi[a, b, c], levi[a, c, b] = 1.0, -1.0
l_orb = [-1j * levi[a] for a in range(3)]          # basis p_x, p_y, p_z
s_spin = [np.array([[0, 1], [1, 0]]) / 2, np.array([[0, -1j], [1j, 0]]) / 2,
          np.array([[1, 0], [0, -1]]) / 2]
L_op = [one_body(np.kron(m, unit)) for m in l_orb]
S_op = [one_body(np.kron(np.eye(3), m)) for m in s_spin]
spin_orbit = one_body(sum(np.kron(l_orb[a], s_spin[a]) for a in range(3)))
L_sq, S_sq = sum(m @ m for m in L_op), sum(m @ m for m in S_op)
L_dot_S = sum(L_op[a] @ S_op[a] for a in range(3))

# Repulsion per unit F^2: P_2(n.n') = (3/2) sum_ab Q_ab Q'_ab,
# Q_ab = n_a n_b - delta_ab/3, matrix elements by quadrature on the sphere.
cos_t, w_t = np.polynomial.legendre.leggauss(8)
phi = 2 * np.pi * np.arange(12) / 12
sin_t = np.sqrt(1 - cos_t**2)
n_vec = np.array([np.outer(sin_t, np.cos(phi)).ravel(),
                  np.outer(sin_t, np.sin(phi)).ravel(),
                  np.outer(cos_t, np.ones(12)).ravel()])
w_sphere = np.repeat(w_t / 2, 12) / 12
repulsion = np.zeros((64, 64), complex)
for a in range(3):
    for b in range(3):
        q_fun = n_vec[a] * n_vec[b] - (a == b) / 3
        q = np.kron(3 * (n_vec * (w_sphere * q_fun)) @ n_vec.T, unit)
        big_q = one_body(q)
        repulsion += 0.75 * (big_q @ big_q - one_body(q @ q))

electrons = np.rint(np.diag(one_body(np.eye(6))).real).astype(int)


def sector(op, n):
    idx = np.where(electrons == n)[0]
    return op[np.ix_(idx, idx)]


def term_basis(n, L, S):
    val, vec = np.linalg.eigh(sector(L_sq + np.sqrt(2) * S_sq, n))
    return vec[:, abs(val - L * (L + 1) - np.sqrt(2) * S * (S + 1)) < 1e-8]


so3, rep3 = sector(spin_orbit, 3), sector(repulsion, 3)
terms = {"4S": term_basis(3, 0, 1.5), "2D": term_basis(3, 2, 0.5),
         "2P": term_basis(3, 1, 0.5)}
assert [terms[k].shape[1] for k in ("4S", "2D", "2P")] == [4, 10, 6]
largest_inside = 0.0
term_energy = {}
for name, coefficient in (("4S", -15), ("2D", -6), ("2P", 0)):
    B = terms[name]
    largest_inside = max(largest_inside, abs(B.conj().T @ so3 @ B).max())
    block = B.conj().T @ rep3 @ B
    term_energy[name] = 25 * np.trace(block).real / B.shape[1]
    assert np.allclose(block, coefficient / 25 * np.eye(B.shape[1]), atol=1e-11)
assert largest_inside < 1e-11

# Away from half filling the first-order coupling is there, with opposite signs.
A_3P = {}
for n in (2, 4):
    B = term_basis(n, 1, 1)
    so_b = B.conj().T @ sector(spin_orbit, n) @ B
    ls_b = B.conj().T @ sector(L_dot_S, n) @ B
    A_3P[n] = (np.trace(so_b @ ls_b) / np.trace(ls_b @ ls_b)).real
    assert np.allclose(so_b, A_3P[n] * ls_b, atol=1e-11)
assert abs(A_3P[2] - 0.5) < 1e-11 and abs(A_3P[4] + 0.5) < 1e-11


def couplings(one, two):
    return np.linalg.svd(terms[one].conj().T @ so3 @ terms[two], compute_uv=False)


coup_SP, coup_DP, coup_SD = (couplings(*p) for p in
                             (("4S", "2P"), ("2D", "2P"), ("4S", "2D")))
assert np.allclose(coup_SP, 1.0, atol=1e-10)
assert np.allclose(coup_DP, [np.sqrt(5) / 2] * 4 + [0, 0], atol=1e-10)
assert coup_SD.max() < 1e-10

moment3 = sector(L_op[2] + G_S * S_op[2], 3)
jz3 = sector(L_op[2] + S_op[2], 3)


def full_shell(slater2, zeta):
    """All 20 energies from 4S, ground g-factor and term weights."""
    val, vec = np.linalg.eigh(slater2 * rep3 + zeta * so3)
    U = vec[:, :4]
    jz, mu = U.conj().T @ jz3 @ U, U.conj().T @ moment3 @ U
    g = (np.trace(mu @ jz) / np.trace(jz @ jz)).real
    weights = [np.linalg.norm(terms[k].conj().T @ U)**2 / 4 for k in ("4S", "2P", "2D")]
    return val + 0.6 * slater2, g, np.array(weights)


def derived(slater2, zeta):
    """The same from the 3 x 3 matrix in the order 4S, 2P, 2D."""
    b = np.sqrt(5) / 2
    gap_P, gap_D = 15 * slater2 / 25, 9 * slater2 / 25
    val, vec = np.linalg.eigh(np.array([[0, zeta, 0], [zeta, gap_P, b * zeta],
                                        [0, b * zeta, gap_D]]))
    weights = vec[:, 0]**2
    g = weights @ np.array([G_S, (2 + G_S) / 3, (6 - G_S) / 5])
    levels = np.sort(np.concatenate([np.repeat(val, 4), [gap_D] * 6, [gap_P] * 2]))
    return levels, g, weights, val


for ratio in (0.05, 0.4, 1.0, 5.0):
    full, form = full_shell(1.0, 0.6 * ratio), derived(1.0, 0.6 * ratio)
    assert np.allclose(full[0], form[0], atol=1e-10)
    assert abs(full[1] - form[1]) < 1e-9 and np.allclose(full[2], form[2], atol=1e-9)
    e0, z = full[0][0], 0.6 * ratio
    assert abs(e0 - z**2 / (e0 - 0.6 - 1.25 * z**2 / (e0 - 0.36))) < 1e-9

x_small = 0.02
lev, g_small, w_small = full_shell(1.0, 0.6 * x_small)
coef2 = -lev[0] / (0.6 * x_small**2)
coef4 = (-lev[0] / 0.6 - x_small**2) / x_small**4
coef_g = (G_S - g_small) / x_small**2
coef_D = w_small[2] / x_small**4
# remainders are of relative order x^2 = 4e-4 times a factor of a few
assert abs(coef2 - 1) < 2e-3 and abs(coef4 - 13 / 12) < 1e-2
assert abs(coef_g - 2 * (G_S - 1) / 3) < 1e-2 and abs(coef_D - 125 / 36) < 5e-2
g_jj = full_shell(1e-6, 1.0)[1]
assert abs(g_jj - (2 + G_S) / 3) < 1e-5

# ---------- Dirac-Kohn-Sham atom, kinetically balanced Gaussians ----------
Z = 83
log_r = np.linspace(np.log(1e-7), np.log(60.0), 1200)
r = np.exp(log_r)
w_r = r * (log_r[1] - log_r[0])


def radial_potential(density, k):
    """Integral of density(r') r_<^k / r_>^(k+1) over r'."""
    inner = CubicSpline(log_r, density * r**(k + 1)).antiderivative()(log_r)
    outer = CubicSpline(log_r, density * r**(-k)).antiderivative()(log_r)
    return inner / r**(k + 1) + r**k * (outer[-1] - outer)


def slater_integral(d1, d2, k):
    return np.sum(w_r * d1 * radial_potential(d2, k))


hydrogen_2p = r**4 * np.exp(-r) / 24
F2_hydrogen = slater_integral(hydrogen_2p, hydrogen_2p, 2)
assert abs(F2_hydrogen - 45 / 512) < 1e-6


def make_basis(kappa, step=2.0):
    l = kappa if kappa > 0 else -kappa - 1
    top = 1e9 if l < 2 else 1e6
    count = int(np.log(top / 0.02) / np.log(step)) + 1
    alpha = 0.02 * step**np.arange(count)[:, None]
    large = r**(l + 1) * np.exp(-alpha * r**2)
    large /= np.sqrt(np.sum(w_r * large**2, axis=1))[:, None]
    small = ((l + 1 + kappa) / r - 2 * alpha * r) * large
    norm = np.sqrt(np.sum(w_r * small**2, axis=1))
    return large, small / norm[:, None], norm


def solve_dirac(basis, potential):
    """Positive-energy eigenvalues (rest energy removed) and their vectors."""
    large, small, norm = basis
    n = len(norm)
    s_large, s_small = (large * w_r) @ large.T, (small * w_r) @ small.T
    H, overlap = np.zeros((2 * n, 2 * n)), np.zeros((2 * n, 2 * n))
    overlap[:n, :n], overlap[n:, n:] = s_large, s_small
    H[:n, :n] = (large * (w_r * potential)) @ large.T
    H[n:, n:] = (small * (w_r * potential)) @ small.T - 2 * LIGHT**2 * s_small
    H[n:, :n] = LIGHT * s_small * norm[None, :]
    H[:n, n:] = H[n:, :n].T
    val, vec = eigh(H, overlap)
    return val[n:], vec[:, n:]


def components(basis, vector):
    n = len(basis[2])
    return vector[:n] @ basis[0], vector[n:] @ basis[1]


bases = {kappa: make_basis(kappa) for kappa in (-1, 1, -2, 2, -3, 3, -4)}

ion_error = 0.0
for kappa in (1, -2):
    gamma = np.sqrt(kappa**2 - (Z / LIGHT)**2)
    exact = LIGHT**2 * ((1 + (Z / LIGHT / (2 - abs(kappa) + gamma))**2)**-0.5 - 1)
    found = solve_dirac(bases[kappa], -Z / r)[0][0]
    ion_error = max(ion_error, abs(found / exact - 1))
assert ion_error < 2e-4       # finite Gaussian basis at a point nucleus

# [Xe] 4f14 5d10 6s2 6p3, the three 6p electrons spread evenly over six spinors
occupation = {-1: [2] * 6, 1: [2] * 4 + [1], -2: [4] * 4 + [2],
              2: [4] * 3, -3: [6] * 3, 3: [6], -4: [8]}
assert sum(map(sum, occupation.values())) == Z


def atom_potential(density):
    n_r = np.maximum(density, 0) / (4 * np.pi * r**2)
    return -Z / r + radial_potential(density, 0) - (3 * n_r / np.pi)**(1 / 3)


potential = -(1 + (Z - 1) / (1 + 0.6 * r * Z**(1 / 3))**2) / r
density = None
for cycle in range(1, 251):
    new_density = np.zeros_like(r)
    for kappa, occ in occupation.items():
        val, vec = solve_dirac(bases[kappa], potential)
        for i, electrons_in in enumerate(occ):
            P, Q = components(bases[kappa], vec[:, i])
            new_density += electrons_in * (P**2 + Q**2)
    if density is None:
        density, residual = new_density, np.inf
    else:
        residual = np.sum(w_r * abs(new_density - density))
        density = density + 0.3 * (new_density - density)
    potential = atom_potential(density)
    if residual < 1e-6:
        break
assert residual < 1e-6 and abs(np.sum(w_r * density) - Z) < 1e-6

eps, dens, big = {}, {}, {}
for kappa in (1, -2):
    val, vec = solve_dirac(bases[kappa], potential)
    P, Q = components(bases[kappa], vec[:, 4])
    eps[kappa], dens[kappa], big[kappa] = val[4], P**2 + Q**2, P
assert eps[1] < eps[-2] < 0
zeta = 2 / 3 * (eps[-2] - eps[1])
dense = {k: solve_dirac(make_basis(k, 1.8), potential)[0][4] for k in (1, -2)}
zeta_dense = 2 / 3 * (dense[-2] - dense[1])
assert abs(zeta_dense / zeta - 1) < 2e-3

mean_density = (dens[1] + 2 * dens[-2]) / 3
slater2 = slater_integral(mean_density, mean_density, 2)
F2_13 = slater_integral(dens[1], dens[-2], 2)
F2_33 = slater_integral(dens[-2], dens[-2], 2)
overlap_p = abs(np.sum(w_r * big[1] * big[-2])) / np.sqrt(
    np.sum(w_r * big[1]**2) * np.sum(w_r * big[-2]**2))

gap = 0.6 * slater2
x = zeta / gap
levels, g_full, weights = full_shell(slater2, zeta)
check = derived(slater2, zeta)
assert np.allclose(levels, check[0], atol=1e-10) and abs(g_full - check[1]) < 1e-9
ground, second, third = check[3]
second_order = zeta**2 / gap
g_second = G_S - 2 / 3 * (G_S - 1) * x**2
levels_80, g_80, weights_80 = full_shell(0.8 * slater2, zeta)

# ---------- output ----------
print("p^3 SHELL")
print(f"largest spin-orbit element inside a term / zeta: {largest_inside:.1e}")
print(f"A(3P)/zeta in p^2 and in p^4: {A_3P[2]:.4f}, {A_3P[4]:.4f}")
print("term energies 4S, 2D, 2P in units of F_2: " +
      ", ".join(f"{term_energy[k] + 0.0:.3f}" for k in ("4S", "2D", "2P")))
print(f"coupling 4S-2P / zeta: {coup_SP[0]:.6f}")
print(f"coupling 2D-2P / zeta: {coup_DP[0]:.6f}")
print(f"coupling 4S-2D / zeta: {coup_SD.max():.1e}")
print(f"x of the small-coupling test: {x_small}")
print(f"  lowering/(Delta x^2): {coef2:.5f}")
print(f"  x^4 coefficient of lowering/Delta: {coef4:.4f} (13/12 = {13/12:.4f})")
print(f"  (g_s - g)/x^2: {coef_g:.4f} (formula {2*(G_S-1)/3:.4f})")
print(f"  2D weight/x^4: {coef_D:.4f} (125/36 = {125/36:.4f})")
print(f"g_s: {G_S:.5f}")
print(f"term g-factors 4S, 2P, 2D at J=3/2: {G_S:.5f}, {(2+G_S)/3:.5f}, {(6-G_S)/5:.5f}")
print(f"g in the jj limit: {g_jj:.5f}")
print("BISMUTH ATOM, Dirac-Kohn-Sham, local exchange")
print(f"one-electron ion test, largest relative error: {ion_error:.1e}")
print(f"F^2 of hydrogen 2p: {F2_hydrogen:.6f} hartree (45/512 = {45/512:.6f})")
print(f"self-consistency cycles: {cycle}")
print(f"6p1/2 eigenvalue: {eps[1]*TO_CM:.0f} cm^-1")
print(f"6p3/2 eigenvalue: {eps[-2]*TO_CM:.0f} cm^-1")
print(f"zeta: {zeta*TO_CM:.0f} cm^-1; with denser basis: {zeta_dense*TO_CM:.0f} cm^-1")
print(f"F^2 from mean 6p density: {slater2*TO_CM:.0f} cm^-1")
print(f"F^2 (1/2,3/2) and (3/2,3/2): {F2_13*TO_CM:.0f}, {F2_33*TO_CM:.0f} cm^-1")
print(f"overlap of large components 6p1/2, 6p3/2: {overlap_p:.4f}")
print(f"F_2 = F^2/25: {slater2/25*TO_CM:.1f} cm^-1")
print(f"Delta = 15 F_2: {gap*TO_CM:.0f} cm^-1; Delta_D = 9 F_2: {0.36*slater2*TO_CM:.0f} cm^-1")
print(f"x = zeta/Delta: {x:.4f}; x^2: {x*x:.4f}")
print(f"second-order lowering: {second_order*TO_CM:.0f} cm^-1 = {second_order*TO_EV:.3f} eV")
print(f"fourth-order addition: {13/12*gap*x**4*TO_CM:.0f} cm^-1")
print(f"full-matrix lowering: {-ground*TO_CM:.0f} cm^-1 = {-ground*TO_EV:.3f} eV")
print(f"second-order g: {g_second:.4f}")
print(f"full-matrix g: {g_full:.4f}")
print("weights 4S, 2P, 2D: " + ", ".join(f"{w:.4f}" for w in weights))
print("levels above the ground level:")
for label, energy in (("J=3/2, second", second), ("J=5/2", 0.36 * slater2),
                      ("J=1/2", gap), ("J=3/2, third", third)):
    print(f"  {label}: {(energy-ground)*TO_CM:.0f} cm^-1")
print("F^2 REDUCED BY 20 %")
print(f"x: {x/0.8:.4f}; full-matrix lowering: {-levels_80[0]*TO_CM:.0f} cm^-1")
print(f"full-matrix g: {g_80:.4f}")
print("weights 4S, 2P, 2D: " + ", ".join(f"{w:.4f}" for w in weights_80))
print("no test failed")
```

It prints:

```
p^3 SHELL
largest spin-orbit element inside a term / zeta: 1.5e-17
A(3P)/zeta in p^2 and in p^4: 0.5000, -0.5000
term energies 4S, 2D, 2P in units of F_2: -15.000, -6.000, 0.000
coupling 4S-2P / zeta: 1.000000
coupling 2D-2P / zeta: 1.118034
coupling 4S-2D / zeta: 3.3e-17
x of the small-coupling test: 0.02
  lowering/(Delta x^2): 1.00043
  x^4 coefficient of lowering/Delta: 1.0820 (13/12 = 1.0833)
  (g_s - g)/x^2: 0.6702 (formula 0.6682)
  2D weight/x^4: 3.4692 (125/36 = 3.4722)
g_s: 2.00232
term g-factors 4S, 2P, 2D at J=3/2: 2.00232, 1.33411, 0.79954
g in the jj limit: 1.33411
BISMUTH ATOM, Dirac-Kohn-Sham, local exchange
one-electron ion test, largest relative error: 5.2e-07
F^2 of hydrogen 2p: 0.087891 hartree (45/512 = 0.087891)
self-consistency cycles: 47
6p1/2 eigenvalue: -41811 cm^-1
6p3/2 eigenvalue: -26554 cm^-1
zeta: 10171 cm^-1; with denser basis: 10172 cm^-1
F^2 from mean 6p density: 33298 cm^-1
F^2 (1/2,3/2) and (3/2,3/2): 33725, 31772 cm^-1
overlap of large components 6p1/2, 6p3/2: 0.9739
F_2 = F^2/25: 1331.9 cm^-1
Delta = 15 F_2: 19979 cm^-1; Delta_D = 9 F_2: 11987 cm^-1
x = zeta/Delta: 0.5091; x^2: 0.2592
second-order lowering: 5178 cm^-1 = 0.642 eV
fourth-order addition: 1454 cm^-1
full-matrix lowering: 5653 cm^-1 = 0.701 eV
second-order g: 1.8291
full-matrix g: 1.7513
weights 4S, 2P, 2D: 0.6958, 0.2149, 0.0893
levels above the ground level:
  J=3/2, second: 12869 cm^-1
  J=5/2: 17640 cm^-1
  J=1/2: 25632 cm^-1
  J=3/2, third: 36057 cm^-1
F^2 REDUCED BY 20 %
x: 0.6364; full-matrix lowering: 6887 cm^-1
full-matrix g: 1.6630
weights 4S, 2P, 2D: 0.5963, 0.2734, 0.1302
no test failed
```
